\section*{Intrinsic thermal Hall effect of non-interacting magnons in a honeycomb ferromagnet, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{The system}

Spins of length $S$ sit on a honeycomb lattice with nearest-neighbour distance $a=1$. Sublattice $A$ occupies the points $\mathbf R$ of a triangular lattice and sublattice $B$ the points $\mathbf R+\boldsymbol\delta_1$. The three vectors from an $A$ site to its $B$ neighbours and three of the six second-neighbour vectors are
\begin{align}
&\boldsymbol\delta_1=(1,0),\quad \boldsymbol\delta_2=(-\tfrac12,\tfrac{\sqrt3}{2}),\quad \boldsymbol\delta_3=(-\tfrac12,-\tfrac{\sqrt3}{2}),\nonumber\\
&\mathbf b_1=\boldsymbol\delta_2-\boldsymbol\delta_3,\quad \mathbf b_2=\boldsymbol\delta_3-\boldsymbol\delta_1,\quad \mathbf b_3=\boldsymbol\delta_1-\boldsymbol\delta_2 .
\end{align}
The Hamiltonian is
\begin{equation}
\hat H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j+D\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)-h\sum_i S_i^z+E\sum_i\left[(S_i^x)^2-(S_i^y)^2\right].
\label{eq:spinH}
\end{equation}
Each pair is counted once, $J>0$ and $h>0$. The second term is the Dzyaloshinskii--Moriya (DM) coupling, with $\nu_{ij}=+1$ if the path from $i$ to $j$ through their common neighbour turns left and $\nu_{ij}=-1$ if it turns right, so that $\nu_{ji}=-\nu_{ij}$. The energy $h$ stands for a field or an easy-axis gap that favours $+z$. The main model has $E=0$. A variant with $E\neq0$, in which the bond along $\boldsymbol\delta_1$ has its own strength $J_1$, is carried along for comparison. Magnons are treated as non-interacting throughout (linear spin-wave theory). The thermal conductivity per layer is defined by $j_\mu=-\kappa_{\mu\nu}\partial_\nu T$, where $\mathbf j$ is the energy current per unit length. The Bose function is $\rho(\xi)=1/(e^{\xi}-1)$. The numbers quoted below are taken from the numerical check, together with its output.

\section*{(a) The quadratic Hamiltonian}

\emph{Expand about the state with all spins along $+z$ to second order in boson operators. Write the result as $\tfrac12\sum_{\mathbf k}\Psi_{\mathbf k}^\dagger H(\mathbf k)\Psi_{\mathbf k}$ and state in which case magnon number is conserved.}

\paragraph{Solution.} To leading order in $1/S$ the Holstein--Primakoff representation is $S^+_i=\sqrt{2S}\,a_i$, $S^-_i=\sqrt{2S}\,a_i^\dagger$, $S_i^z=S-a_i^\dagger a_i$. For the exchange term, $\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12(S_i^+S_j^-+S_i^-S_j^+)$ gives
\begin{equation}
\mathbf S_i\cdot\mathbf S_j\simeq S^2-S(a_i^\dagger a_i+a_j^\dagger a_j)+S(a_i^\dagger a_j+a_j^\dagger a_i).
\end{equation}
For the DM term, multiplying out $S^\pm=S^x\pm iS^y$ gives $S_i^+S_j^--S_i^-S_j^+=2i(S_i^yS_j^x-S_i^xS_j^y)$, hence
\begin{equation}
\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)=\tfrac i2\left(S_i^+S_j^--S_i^-S_j^+\right)\simeq iS\,(a_j^\dagger a_i-a_i^\dagger a_j).
\end{equation}
For the last term, $(S^x)^2-(S^y)^2=\tfrac12[(S^+)^2+(S^-)^2]\simeq S(aa+a^\dagger a^\dagger)$. No term linear in $a$ appears, so the polarized state is a stationary point of the classical energy. Up to a constant,
\begin{equation}
\hat H=\sum_{ij}h_{ij}a_i^\dagger a_j+\tfrac12\Delta\sum_i(a_ia_i+a_i^\dagger a_i^\dagger),\qquad \Delta=2ES,
\end{equation}
with $h_{ii}=\varepsilon_0=3JS+h$ (in the variant $(J_1+2J)S+h$), $h_{ij}=-JS$ on nearest-neighbour bonds and $h_{ij}=-iDS\nu_{ij}$ on second-neighbour bonds. For $E=0$ the total $S^z$ commutes with \eqref{eq:spinH} and the matrix $h_{ij}$ is the exact Hamiltonian of the one-magnon sector. The program tests these amplitudes, including the sign of the DM term, against the spin Hamiltonian of a hexagon of six spins $S=1$. The pairing amplitude holds only at leading order: the exact matrix element between $m=S$ and $m=S-2$ is $\tfrac12E\sqrt{2S\cdot2(2S-1)}=\sqrt2\,ES\sqrt{1-1/2S}$, against $\sqrt2\,ES$ for the bosons.

The Fourier transform uses the true position $\mathbf r_i$ of each site, $a_i=N_c^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}a_{s\mathbf k}$, where $N_c$ is the number of cells and $s$ the sublattice of $i$. A term $h_{ij}a_i^\dagger a_j$ then contributes $h_{ij}e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$ to $h_{ss'}(\mathbf k)$. The off-diagonal element is $h_{AB}=-JS\sum_ae^{i\mathbf k\cdot\boldsymbol\delta_a}$. The step $+\mathbf b_1$ from an $A$ site is $\boldsymbol\delta_2$ followed by $-\boldsymbol\delta_3$, and $(\boldsymbol\delta_2\times(-\boldsymbol\delta_3))_z=-\sqrt3/2<0$, a right turn, so $\nu=-1$. From a $B$ site the same step is $-\boldsymbol\delta_3$ followed by $\boldsymbol\delta_2$, a left turn, so $\nu=+1$. Threefold rotation gives the same signs for $\mathbf b_2,\mathbf b_3$. On $A$ the DM part is $\sum_b(iDS\,e^{i\mathbf k\cdot\mathbf b}-iDS\,e^{-i\mathbf k\cdot\mathbf b})=-2DS\sum_b\sin\mathbf k\cdot\mathbf b$, and on $B$ it has the opposite sign. With Pauli matrices $\boldsymbol\tau$ in sublattice space,
\begin{align}
h(\mathbf k)&=\varepsilon_0+\mathbf d\cdot\boldsymbol\tau,\nonumber\\
d_x&=-JS\sum_a\cos\mathbf k\cdot\boldsymbol\delta_a,\quad d_y=JS\sum_a\sin\mathbf k\cdot\boldsymbol\delta_a,\quad d_z=-2DS\sum_a\sin\mathbf k\cdot\mathbf b_a,
\label{eq:d}
\end{align}
where $h_{AB}=d_x-id_y$ was used.

For $N$ sites per cell (here $N=2$) define the $2N$-component column $\Psi_{\mathbf k}=(a_{\mathbf k},a^\dagger_{-\mathbf k})$. Writing $a^\dagger_sa_{s'}=a_{s'}a_s^\dagger-\delta_{ss'}$ in half of the hopping term and renaming $\mathbf k\to-\mathbf k$ there gives, again up to a constant,
\begin{equation}
H(\mathbf k)=\begin{pmatrix}h(\mathbf k)&\Delta\\ \Delta&h(-\mathbf k)^{T}\end{pmatrix},\qquad [\Psi_{\mathbf k,i},\Psi_{\mathbf k,j}^\dagger]=(\sigma_3)_{ij},\qquad \sigma_1H(-\mathbf k)^*\sigma_1=H(\mathbf k).
\label{eq:BdG}
\end{equation}
Here $\sigma_3=\mathrm{diag}(1_N,-1_N)$, the minus sign coming from $[a^\dagger,a]=-1$, and $\sigma_1$ exchanges the upper and lower halves. Both halves of $\Psi$ carry the same phase, since $a_{\mathbf k}$ and $a^\dagger_{-\mathbf k}$ are both sums of $e^{-i\mathbf k\cdot\mathbf r_i}$ times a site operator. Magnon number is conserved exactly when $\Delta=0$; the matrix is then block diagonal. The pure DM ferromagnet is of this kind, so the metric $\sigma_3$ will act trivially in it, and the variant is needed to see the metric at work.

\section*{(b) Normal modes}

\emph{Assume $H(\mathbf k)$ is positive definite. Find the eigenvalue problem for the normal modes, the normalization of its eigenvectors, and prove that a full set exists with real energies.}

\paragraph{Solution.} Consider any operator $\hat A=\tfrac12\Psi^\dagger A\Psi$ in real space, with $A$ Hermitian and $\sigma_1A^T\sigma_1=A$, which is the real-space form of the symmetry in \eqref{eq:BdG}. Since $\Psi^\dagger_j=(\sigma_1\Psi)_j$, one has $[\Psi_i,\Psi_l]=(\sigma_3\sigma_1)_{il}$, and
\begin{equation}
[\Psi_i,\hat A]=\tfrac12(\sigma_3A\Psi)_i+\tfrac12(\sigma_3\sigma_1A^T\sigma_1\Psi)_i=(\sigma_3A\Psi)_i .
\label{eq:comm1}
\end{equation}
The Heisenberg equation is therefore $i\hbar\dot\Psi=\sigma_3H\Psi$, and the normal modes are eigenvectors of the non-Hermitian matrix $\sigma_3H$:
\begin{equation}
\sigma_3H\,t_m=E_m\,t_m .
\label{eq:eig}
\end{equation}

A positive definite matrix has a Cholesky factorization $H=LL^\dagger$ with $L$ invertible (this construction is Colpa's method). The matrix $W=L^\dagger\sigma_3L$ is Hermitian, so $W=U\mathcal EU^\dagger$ with $U$ unitary and $\mathcal E=\mathrm{diag}(E_m)$ real. $W$ is congruent to $\sigma_3$, and by Sylvester's law of inertia it has $N$ positive and $N$ negative eigenvalues; the positive ones are placed first. Set $T=(L^\dagger)^{-1}U|\mathcal E|^{1/2}$. Then
\begin{align}
\sigma_3HT&=\sigma_3LU|\mathcal E|^{1/2}=(L^\dagger)^{-1}WU|\mathcal E|^{1/2}=T\mathcal E,\\
T^\dagger\sigma_3T&=|\mathcal E|^{1/2}U^\dagger W^{-1}U|\mathcal E|^{1/2}=|\mathcal E|\mathcal E^{-1}=\sigma_3,
\end{align}
where $W^{-1}=L^{-1}\sigma_3(L^\dagger)^{-1}$ was used. The columns $t_m$ of $T$ solve \eqref{eq:eig}. The second line says $T^{-1}=\sigma_3T^\dagger\sigma_3$; a left inverse is also a right inverse, so
\begin{equation}
T^\dagger\sigma_3T=\sigma_3,\qquad T\sigma_3T^\dagger=\sigma_3,\qquad t_m^\dagger H=E_m\,t_m^\dagger\sigma_3 .
\label{eq:para}
\end{equation}
The last relation is the adjoint of $Ht_m=E_m\sigma_3t_m$. Below, $\sigma_m=\mathrm{sgn}\,E_m=t_m^\dagger\sigma_3t_m$. With $\Psi=T\Gamma$ the new operators obey $[\Gamma,\Gamma^\dagger]=T^{-1}\sigma_3(T^{-1})^\dagger=\sigma_3$: they are again bosons, and this requirement is what forces the indefinite metric in place of unitarity.

The symmetry in \eqref{eq:BdG} pairs the solutions. If $t_n(\mathbf k)$ has energy $\varepsilon_n(\mathbf k)>0$, then, using $\sigma_3\sigma_1=-\sigma_1\sigma_3$,
\begin{equation}
\sigma_3H(\mathbf k)\,\sigma_1t_n(-\mathbf k)^*=-\sigma_1\left[\sigma_3H(-\mathbf k)t_n(-\mathbf k)\right]^*=-\varepsilon_n(-\mathbf k)\,\sigma_1t_n(-\mathbf k)^* .
\label{eq:hole}
\end{equation}
The negative solutions, called holes, are copies of the positive ones, $t_{n+N}(\mathbf k)=\sigma_1t_n(-\mathbf k)^*$. Hence $\Gamma_{\mathbf k}=(\gamma_{\mathbf k},\gamma^\dagger_{-\mathbf k})$ and $\hat H=\sum_{n\le N,\mathbf k}\varepsilon_n(\gamma^\dagger_{n\mathbf k}\gamma_{n\mathbf k}+\tfrac12)$ plus a constant. If $H$ has a negative eigenvalue, the polarized state is not a minimum and the expansion must be redone about another state; a zero eigenvalue is the marginal case, to which the construction above does not apply. When $D$ is small enough that $|\mathbf d|$ is largest at $\mathbf k=0$, as for the parameters used below, the eigenvalues of $H$ are at least $\varepsilon_0-|\mathbf d(0)|-|\Delta|=h-|\Delta|$ everywhere, and this value is reached by the uniform mode at $\mathbf k=0$, for which $H$ reduces to the $2\times2$ matrix with $h$ on the diagonal and $\Delta$ off it; $\sigma_3H$ has eigenvalues $\pm\sqrt{h^2-\Delta^2}$, real and nonzero only for $h>|\Delta|$.

\section*{(c) Where a magnon is and how it moves}

\emph{Distribute the energy of each bond equally between its two sites. Find the centre of energy of a one-magnon wave packet in a non-degenerate band. Then let all couplings be scaled by a slowly varying factor $\lambda(\mathbf r)$ and derive the equations of motion of the packet.}

\paragraph{Solution.} With $\Pi_i$ the projector on site $i$ (both halves of $\Psi$), the energy density $\hat h_i$ has the matrix $\tfrac12\{\Pi_i,H\}$, which assigns half of $H_{ij}$ to $i$ and half to $j$. Any weighted sum $\sum_if(\mathbf r_i)\hat h_i$ has the matrix $\tfrac12\{f,H\}$. In particular the energy dipole has the matrix $P_\mu=\tfrac12\{r_\mu,H\}$, and the scaled Hamiltonian is $H_\lambda=\tfrac12\{\lambda,H\}$.

Take the state $|w\rangle=\int d^2k\,w(\mathbf k)\gamma^\dagger_{n\mathbf k}|0\rangle$ with $\int|w|^2=1$, and its amplitude $\phi_i=\langle0|\Psi_i|w\rangle\propto\int d^2k\,w(\mathbf k)\,t_n(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r_i}$, normalized as $\phi^\dagger\sigma_3\phi=1$. It obeys the same linear equation as $\Psi$. The excess of $\hat A$ over its vacuum value is $\phi^\dagger A\phi$. To see this, write $\hat A=\tfrac12\Gamma^\dagger\tilde A\Gamma$ with $\tilde A=T^\dagger AT$. The product $\gamma_m^\dagger\gamma_n$ appears with $\tfrac12\tilde A_{mn}$ and, as $\gamma_n\gamma_m^\dagger$, with the hole element $\tfrac12t_n^T\sigma_1A\sigma_1t_m^*=\tfrac12(t_n^\dagger At_m)^*=\tfrac12\tilde A_{mn}$, so the two halves add up to $\tilde A_{mn}$.

The position acts through $r_\mu e^{i\mathbf k\cdot\mathbf r}=-i\partial_\mu e^{i\mathbf k\cdot\mathbf r}$, with $\partial_\mu=\partial/\partial k_\mu$. An integration by parts, without boundary term for a packet narrow in $\mathbf k$, turns $r_\mu$ into $i\partial_\mu$ acting on $wt_n$. This step needs the true positions in the Bloch phase. Using \eqref{eq:para} and $w=|w|e^{-i\theta}$,
\begin{align}
\phi^\dagger P_\mu\phi&=\mathrm{Re}\,\phi^\dagger Hr_\mu\phi=\mathrm{Re}\int d^2k\,\varepsilon_n\,w^*t_n^\dagger\sigma_3\,i\partial_\mu(wt_n)\nonumber\\
&=\int d^2k\,\varepsilon_n|w|^2\left(\partial_\mu\theta+A_{n\mu}\right),\qquad A_{n\mu}=i\,t_n^\dagger\sigma_3\partial_\mu t_n .
\end{align}
The term $i|w|\partial_\mu|w|$ is imaginary and drops, and $A_{n\mu}$ is real because differentiating $t_n^\dagger\sigma_3t_n=1$ shows that $t_n^\dagger\sigma_3\partial_\mu t_n$ is imaginary. Dividing by the energy $\int\varepsilon_n|w|^2$ and letting the packet be narrow about $\mathbf k_c$,
\begin{equation}
\mathbf r_c=\partial_{\mathbf k}\theta(\mathbf k_c)+\mathbf A_n(\mathbf k_c).
\label{eq:centre}
\end{equation}
The metric in the connection came from $t^\dagger H=\varepsilon\,t^\dagger\sigma_3$: energy weights the amplitude with $\sigma_3$. For a general column the connection and curvature are defined with the factor $\sigma_n$ that undoes the sign of the norm,
\begin{equation}
A_{n\mu}=i\sigma_n\,t_n^\dagger\sigma_3\partial_\mu t_n,\qquad
\Omega_n=\partial_xA_{ny}-\partial_yA_{nx}=i\sigma_n\left(\partial_xt_n^\dagger\sigma_3\partial_yt_n-\partial_yt_n^\dagger\sigma_3\partial_xt_n\right).
\label{eq:Omega}
\end{equation}
Under $t_n\to e^{i\chi}t_n$ the connection changes by $-\partial_\mu\chi$ and $\Omega_n$ is unchanged.

The equation $i\hbar\dot\phi=\sigma_3H_\lambda\phi$ is the Euler--Lagrange equation of $\mathcal L=i\hbar\phi^\dagger\sigma_3\dot\phi-\phi^\dagger H_\lambda\phi$. For constant $\lambda$ the eigenvectors of $\sigma_3H_\lambda$ do not depend on $\lambda$, with or without pairing, which is the reason for choosing this perturbation; an added potential $U a^\dagger a$ would change the mixing of $a$ and $a^\dagger$. Restrict $\mathcal L$ to packets in band $n$. The first term is $i\hbar\int w^*\dot w=\hbar\int|w|^2\partial_t\theta$, the part $|w|\partial_t|w|$ vanishing by normalization. For a narrow packet this is $\hbar\,\partial_t\theta(\mathbf k_c,t)=\hbar\,d\theta/dt-\hbar\dot{\mathbf k}_c\cdot(\mathbf r_c-\mathbf A_n)$ by \eqref{eq:centre}. For the second term expand $\lambda\simeq\lambda(\mathbf r_c)+\nabla\lambda\cdot(\mathbf r-\mathbf r_c)$; the gradient part is $\nabla\lambda\cdot(\phi^\dagger\mathbf P\phi-\mathbf r_c\phi^\dagger H\phi)=0$ by the definition of $\mathbf r_c$. Dropping the total derivative and the subscript $c$,
\begin{equation}
\mathcal L=-\hbar\dot{\mathbf k}\cdot\mathbf r+\hbar\dot{\mathbf k}\cdot\mathbf A_n(\mathbf k)-\lambda(\mathbf r)\varepsilon_n(\mathbf k).
\label{eq:L}
\end{equation}
Variation of $\mathbf r$ gives $\hbar\dot{\mathbf k}=-\varepsilon_n\nabla\lambda$. Variation of $k_\mu$ gives $-\hbar\dot r_\mu+\hbar\dot k_\nu\partial_\nu A_\mu=\hbar\dot k_\nu\partial_\mu A_\nu-\lambda\partial_\mu\varepsilon_n$, that is
\begin{equation}
\dot x=\frac{\lambda}{\hbar}\partial_x\varepsilon_n-\dot k_y\Omega_n,\qquad \dot y=\frac{\lambda}{\hbar}\partial_y\varepsilon_n+\dot k_x\Omega_n,\qquad \hbar\dot{\mathbf k}=-\varepsilon_n\nabla\lambda .
\label{eq:eom}
\end{equation}
The terms in $\Omega_n$ are the anomalous velocity, $-\dot{\mathbf k}\times\Omega_n\hat{\mathbf z}$. In the variable $\mathbf R=\mathbf r-\mathbf A_n(\mathbf k)$ the Lagrangian \eqref{eq:L} has the canonical form $-\hbar\dot{\mathbf k}\cdot\mathbf R$ minus an energy, and the change $\mathbf R\to\mathbf r$ at fixed $\mathbf k$ has unit Jacobian, so the density of states in phase space is $d^2r\,d^2k/(2\pi)^2$.

These equations hold to first order in $\nabla\lambda$. The gradient admixes other bands with an amplitude of order $a\,\varepsilon|\nabla\lambda|$ over the energy separation, which shifts the centre by an amount proportional to $\nabla\lambda$; the time derivative of that shift is of order $(\nabla\lambda)^2$ or $\nabla^2\lambda$. The single-band description fails where bands touch.

We now have the quadratic magnon Hamiltonian, its normal modes when $H(\mathbf k)$ is positive definite, and the equations of motion of a packet in a non-degenerate band to first order in $\nabla\lambda$. It remains to express the curvature as a sum over states, to derive and check $\kappa_{xy}$, and to evaluate it for the honeycomb model.
